\section*{When a stiff upper parabola never meets a softer displaced lower one}

\section*{Question: my configuration-coordinate curves stop crossing}

I am modelling the capture of a free carrier by a deep defect, with one vibrational coordinate and two parabolas. The upper curve is the defect with the carrier still free. The lower curve is the defect after capture, and its minimum is displaced. In my case the upper parabola is the stiffer one.

I expected that making the level deeper would just move the crossing point and change the barrier. Instead, above some energy difference between the two minima, my root finder returns complex numbers. For phonon energies of 40 meV (upper) and 30 meV (lower) and a displacement of $1.5\ \mathrm{amu^{1/2}\,\AA}$, a difference of 0.50 eV gives two crossings and 0.61 eV gives none.

Is this a real property of the curves or a numerical fault? At what driving energy does it begin, and how can I confirm it from the discriminant of the quadratic? And if there is no crossing, does capture stop?

\section*{Answer}

It is a real property of two parabolas with unequal curvature. Capture does not stop, because the crossing is a classical notion and the nuclei are not classical.

\subsection*{Conventions}

Let $x$ be the displacement along the mode and $m$ its effective mass. With the mass-weighted coordinate $Q=\sqrt m\,x$, the elastic energy $\tfrac12 m\Omega^2x^2$ becomes $\tfrac12\Omega^2Q^2$. Write $a=\Omega_u^2$ and $b=\Omega_l^2$ for the squared angular frequencies of the upper and lower curves, and put the upper minimum at $Q=0$:
\begin{align}
E_u(Q)&=\Delta E+\tfrac12 aQ^2,\\
E_l(Q)&=\tfrac12 b\,(Q-\Delta Q)^2,\qquad \Delta Q>0,\quad a>b.
\end{align}
The driving energy $\Delta E$ is the upper minimum minus the lower minimum. It is neither the vertical transition energy nor a difference that includes zero-point energy. The curves are harmonic and diabatic, meaning that the electronic coupling between them has not yet been included.

\subsection*{The threshold from the smallest gap}

A crossing is a zero of the gap $D=E_u-E_l$. Expanding the square in $E_l$ gives
\begin{equation}
D(Q)=\tfrac12(a-b)Q^2+b\,\Delta Q\,Q+\Delta E-\lambda,
\qquad \lambda=\tfrac12 b\,\Delta Q^2 .
\label{gap}
\end{equation}
Here $\lambda$ is the relaxation energy on the lower curve, released on moving from $Q=0$ to $Q=\Delta Q$. Since $a>b$, the gap is itself a parabola that opens upward, so it has a smallest value. Setting $D'(Q)=(a-b)Q+b\,\Delta Q$ to zero locates it:
\begin{equation}
Q_*=-\frac{b\,\Delta Q}{a-b}.
\end{equation}
To complete the square, note that $\tfrac12(a-b)(Q-Q_*)^2$ reproduces the quadratic and linear terms of (\ref{gap}) and adds $\tfrac12(a-b)Q_*^2=b^2\Delta Q^2/[2(a-b)]$, which must be subtracted again. The constant left over is
\begin{align}
\Delta E-\tfrac12 b\,\Delta Q^2-\frac{b^2\Delta Q^2}{2(a-b)}
&=\Delta E-\frac{b\,\Delta Q^2}{2}\,\frac{(a-b)+b}{a-b}\nonumber\\
&=\Delta E-\frac{ab\,\Delta Q^2}{2(a-b)} .
\end{align}
Therefore
\begin{equation}
D(Q)=\tfrac12(a-b)(Q-Q_*)^2+\Delta E-\Delta E_c,
\label{square}
\end{equation}
\begin{equation}
\boxed{\;\Delta E_c=\frac{\Delta Q^2}{2}\,
\frac{\Omega_u^2\Omega_l^2}{\Omega_u^2-\Omega_l^2}
=\lambda\,\frac{a}{a-b}\;}
\label{threshold}
\end{equation}
For $\Delta E>\Delta E_c$ both parts of (\ref{square}) are non-negative and the constant is positive, so the gap never closes. At $\Delta E=\Delta E_c$ the curves touch at $Q_*$. Below it there are two crossings.

The touching point has $Q_*<0$, on the side of the upper minimum away from the lower one. There the lower parabola has climbed a long way from its own minimum and comes up towards the upper curve from below. Further out the stiffer upper curve pulls away again. If the upper curve starts too high, the lower one never catches it.

\subsection*{Confirmation from the discriminant}

For $\alpha Q^2+\beta Q+\gamma=0$ the roots are real when $\beta^2-4\alpha\gamma\ge0$. From (\ref{gap}), $\alpha=\tfrac12(a-b)$, $\beta=b\,\Delta Q$ and $\gamma=\Delta E-\tfrac12b\,\Delta Q^2$, so
\begin{align}
\beta^2-4\alpha\gamma
&=b^2\Delta Q^2-2(a-b)\Delta E+(a-b)b\,\Delta Q^2\nonumber\\
&=ab\,\Delta Q^2-2(a-b)\Delta E .
\label{disc}
\end{align}
The two terms in $b^2\Delta Q^2$ cancel. The discriminant falls linearly with $\Delta E$ and vanishes at $\Delta E=ab\,\Delta Q^2/[2(a-b)]$, which is (\ref{threshold}). Above that energy it is negative, and your root finder correctly returns a complex pair.

\subsection*{Why the stiffness order matters}

If $a=b$, the quadratic term of (\ref{gap}) disappears and a straight line remains. It has one zero for every driving energy, at $Q=(\lambda-\Delta E)/(b\,\Delta Q)$. The corresponding barrier above the upper minimum is
\begin{equation}
\tfrac12 bQ^2=\frac{(\lambda-\Delta E)^2}{2b\,\Delta Q^2}
=\frac{(\lambda-\Delta E)^2}{4\lambda},
\end{equation}
the Marcus form. This agrees with (\ref{threshold}), where $\Delta E_c\to\infty$ as $a\to b$ from above.

If the upper curve is the softer one, $a<b$, the discriminant (\ref{disc}) is positive for every $\Delta E>0$, and there are always two crossings. If $\Delta Q=0$ with $a>b$, the threshold is zero: a stiff parabola directly above a soft one never meets it.

\subsection*{Crossings and barrier below the threshold}

Setting (\ref{square}) to zero gives $(Q-Q_*)^2=2(\Delta E_c-\Delta E)/(a-b)$. To express this through $Q_*$, use
\begin{equation}
\frac{2\Delta E_c}{a-b}=\frac{ab\,\Delta Q^2}{(a-b)^2}=\frac ab\,Q_*^2 ,
\end{equation}
so that
\begin{equation}
Q_\mp=Q_*\left[1\mp\frac{\Omega_u}{\Omega_l}
\sqrt{1-\frac{\Delta E}{\Delta E_c}}\,\right].
\label{roots}
\end{equation}
The root $Q_-$ lies nearer the upper minimum and gives the lower barrier, $E_b=\tfrac12aQ_-^2$.

At $\Delta E=\lambda$, equation (\ref{threshold}) gives $1-\lambda/\Delta E_c=b/a$. The bracket for $Q_-$ is then zero and capture is barrierless. As $\Delta E$ rises from $\lambda$ to $\Delta E_c$, the bracket grows from 0 to 1, so the barrier rises from zero to
\begin{equation}
E_t=\tfrac12aQ_*^2=\frac{ab^2\Delta Q^2}{2(a-b)^2}
=\Delta E_c\,\frac{b}{a-b}.
\end{equation}
Because $a/(a-b)>1$, the threshold lies beyond the barrierless point. The crossing therefore disappears at a finite height, in the region where a larger driving energy already means a larger barrier.

\subsection*{Your numbers}

With $\hbar^2=4.180\ \mathrm{meV\,amu\,\AA^2}$, the curvatures follow from $\Omega^2=(\hbar\Omega)^2/\hbar^2$:
\begin{align}
a&=\frac{(40\ \mathrm{meV})^2}{4.180\ \mathrm{meV\,amu\,\AA^2}}
=0.383\ \mathrm{eV/(amu\,\AA^2)},\\
b&=\frac{(30\ \mathrm{meV})^2}{4.180\ \mathrm{meV\,amu\,\AA^2}}
=0.215\ \mathrm{eV/(amu\,\AA^2)}.
\end{align}
The ratios need only the phonon energies: $a/(a-b)=1600/700$ and $b/(a-b)=900/700$. Then
\begin{align}
\lambda&=\tfrac12(0.2153)(1.5)^2\ \mathrm{eV}=0.242\ \mathrm{eV},\\
\Delta E_c&=0.2422\times\tfrac{16}{7}\ \mathrm{eV}=0.554\ \mathrm{eV}
=8.87\times10^{-13}\ \mathrm{erg},\\
Q_*&=-\tfrac97(1.5)=-1.93\ \mathrm{amu^{1/2}\,\AA},\\
E_t&=0.5536\times\tfrac97\ \mathrm{eV}=0.712\ \mathrm{eV}.
\end{align}
Your two trials lie 10\% on either side of the threshold. At 0.498 eV the square root in (\ref{roots}) is $\sqrt{0.1}=0.316$ and the frequency ratio is $4/3$, so the crossings are at $-1.93(1\mp0.422)$, that is $-1.12$ and $-2.74\ \mathrm{amu^{1/2}\,\AA}$. The lower barrier is 0.238 eV. At 0.609 eV the curves stay at least $0.609-0.554=0.055$ eV apart.

The barrier triples, from 0.238 to 0.712 eV, over the last 10\% below threshold. The square root in (\ref{roots}) is the reason: its slope diverges at $\Delta E_c$.

The threshold is also sensitive to the frequencies. Taking the logarithm of (\ref{threshold}) at fixed $\Delta Q$ and differentiating,
\begin{align}
\frac{\partial\ln\Delta E_c}{\partial\ln\Omega_u}
&=2-\frac{2a}{a-b}=-\frac{2b}{a-b}=-2.6,\\
\frac{\partial\ln\Delta E_c}{\partial\ln\Omega_l}
&=2+\frac{2b}{a-b}=\frac{2a}{a-b}=4.6 .
\end{align}
A 1\% error in the lower frequency thus moves the threshold by about 4.6\%. Both factors diverge as the frequencies approach each other, so a threshold deduced from two nearly equal curvatures means little.

\subsection*{Does capture stop?}

For an electronic coupling $V$ that is weak and independent of $Q$, the golden rule gives the transition rate $W=(2\pi/\hbar)|V|^2F(\Delta E)$. Here $F$ is the thermal Franck--Condon density, with the dimension of inverse energy:
\begin{equation}
F=\sum_{k,n}w_k\,|\langle n_l|k_u\rangle|^2\,
\delta\!\left[\Delta E+(k+\tfrac12)\hbar\Omega_u-(n+\tfrac12)\hbar\Omega_l\right],
\label{fq}
\end{equation}
where $w_k$ is the Boltzmann weight of upper vibrational level $k$.

For classical nuclei, $F$ is the thermal average of $\delta[D(Q)]$ over the upper curve. A delta function of a function contributes $1/|D'|$ at each zero, so
\begin{equation}
F_{\rm cl}=\sum_{Q_\mp}\frac{P(Q)}{|D'(Q)|},\qquad
P(Q)=\sqrt{\frac{a}{2\pi k_BT}}\;e^{-aQ^2/2k_BT}.
\end{equation}
With no zeros, $F_{\rm cl}=0$. At 300 K, where $k_BT=25.9$ meV, take the case 10\% below threshold. At $Q_-$ the slope is $(a-b)(Q_--Q_*)=0.136\ \mathrm{eV/(amu^{1/2}\,\AA)}$, the prefactor of $P$ is $1.54\ \mathrm{amu^{-1/2}\,\AA^{-1}}$ and the exponential is $e^{-0.238/0.0259}\approx1.0\times10^{-4}$. Hence $F_{\rm cl}\approx1.1\times10^{-3}\ \mathrm{eV^{-1}}$. The other crossing is too high to matter.

For the quantum $F$, I computed the overlaps in (\ref{fq}) by integrating products of oscillator functions on a grid, and replaced each delta function by a Gaussian of standard deviation 15 meV. At 300 K this gives
\begin{center}
\begin{tabular}{lcc}
$\Delta E$ (eV) & $F_{\rm cl}$ (eV$^{-1}$) & quantum $F$ (eV$^{-1}$)\\
0.498 & $1.1\times10^{-3}$ & $5.9\times10^{-2}$\\
0.554 & --- & $6.7\times10^{-3}$\\
0.609 & 0 & $4.2\times10^{-4}$
\end{tabular}
\end{center}
The middle classical entry is omitted because $D'$ vanishes at the touching point and $F_{\rm cl}$ diverges there. That divergence is integrable and carries the tiny Boltzmann factor $e^{-27.5}$.

Already 10\% below threshold the quantum density is well above the classical one. The two table entries should not be divided directly, because only the quantum column is broadened. With the same 15 meV broadening the classical value becomes $2.9\times10^{-3}\ \mathrm{eV^{-1}}$, and the quantum one is about 20 times larger. Giving the classical nuclei the quantum zero-point spread in $Q$ accounts for a factor of 3. A factor of about 7 remains. More than 99\% of the quantum $F$ at this energy comes from upper levels $k=0$ to 5, which lie below the 0.238 eV barrier, so the transition proceeds by nuclear tunnelling. Passing the threshold does not switch capture off. It is still a costly direction to go: $F$ falls by a factor of 9 over the first step and 16 over the second, about 140 in all, with temperature and curves held fixed apart from $\Delta E$. These factors depend on the broadening: with 10 or 20 meV in place of 15 meV, the last table entry becomes $3.4\times10^{-4}$ or $5.4\times10^{-4}\ \mathrm{eV^{-1}}$, and the total fall about 160 or 120. They also assume a coupling independent of $Q$. For a coupling proportional to $Q$, measured from the upper minimum, the total fall is only about 44, and measured from the lower minimum it is about 80.

\subsection*{What the threshold means in quantum mechanics}

The threshold leaves a trace in the overlaps themselves. Take the upper ground state and define $q=\sqrt{\Omega_l/\hbar}\,(Q-\Delta Q)$, $d=\sqrt{\Omega_l/\hbar}\,\Delta Q$ and $c=\Omega_u/\Omega_l>1$. The upper ground state is proportional to $e^{-c(q+d)^2/2}$, and lower state $n$ to $H_n(q)e^{-q^2/2}/\sqrt{2^nn!}$. Using $\sum_nH_n(q)t^n/n!=e^{2qt-t^2}$, all overlaps follow from one Gaussian integral:
\begin{equation}
\int e^{2qt-t^2-q^2/2-c(q+d)^2/2}\,dq\;\propto\;
\exp\!\left[-r t^2-\frac{2cd}{1+c}\,t\right],\quad r=\frac{c-1}{c+1}.
\end{equation}
The coefficient of $t^2$ is $-1$ from the generating function plus $2/(1+c)$ from completing the square. With $s=\sqrt r\,t$ the right side becomes $e^{-2ys-s^2}$, the generating function of $H_n(-y)$, where $y=cd/[(1+c)\sqrt r]=cd/\sqrt{c^2-1}$. Comparing powers of $t$,
\begin{equation}
\frac{\langle n_l|0_u\rangle}{\langle 0_l|0_u\rangle}
=\frac{r^{n/2}H_n(-y)}{\sqrt{2^nn!}},\qquad
y^2=\frac{a}{a-b}\,\frac{\Omega_l\Delta Q^2}{\hbar}
=\frac{2\Delta E_c}{\hbar\Omega_l}.
\end{equation}
The classical threshold thus sets the argument of the Hermite polynomial. The function $H_n(q)e^{-q^2/2}$ has no zeros beyond its classical turning point $|q|=\sqrt{2n+1}$, since there its second derivative has its own sign and it must decay. So if $2n+1<y^2$, the overlap has the plain alternating sign $(-1)^n$. An extra sign change requires
\begin{equation}
(n+\tfrac12)\hbar\Omega_l>\Delta E_c .
\end{equation}
Energy conservation equates the left side to $\Delta E+\tfrac12\hbar\Omega_u$. Up to the upper zero-point energy of 20 meV, the overlaps can therefore depart from the plain alternation $(-1)^n$ only above the classical threshold. The condition is necessary, not sufficient: with your numbers it first holds at $n=18$, while the first extra sign change comes at $n=25$, resonant with $\Delta E=0.745$ eV.

\subsection*{How far to trust 0.55 eV in a real material}

Your parameters are possible for a sulfur-site defect in monolayer MoS$_2$, in the weak sense that the phonon energies lie below the top of its spectrum, roughly 60 meV, and the threshold fits inside its gap, roughly 2 eV. They are not computed values for a particular defect, and a curvature change by a factor of $16/9$ on capturing one carrier is large.

The harmonic assumption is the weakest. At the touching point the lower curve is used $1.5+1.93=3.43\ \mathrm{amu^{1/2}\,\AA}$ from its minimum. If a single sulfur atom of about 32 amu carried the whole motion, that would be $3.43/\sqrt{32}=0.61$ \AA, or 0.061 nm, which is not a small vibration. To size the effect, replace each parabola by a Morse curve
\begin{equation}
U(z)=U_0\left(1-e^{\mp\kappa z}\right)^2,\qquad \kappa=\sqrt{\Omega^2/2U_0},
\end{equation}
where $z$ is measured from that curve's minimum and $\kappa$ keeps its curvature there. The threshold becomes the largest value over $Q$ of $U_l(Q-\Delta Q)-U_u(Q)$. For a rough depth $U_0=5$ eV, a search on a grid gives 0.32 eV if the bond is stretched at negative $Q$, and 1.21 eV if it is squeezed there. For this depth the harmonic value is thus roughly halved or doubled. The size of the shift depends on the depth: taking 3 to 8 eV for both curves gives 0.28 to 0.35 eV in the stretched case and 1.0 to 1.6 eV in the squeezed one. The quantum density changes far more. With the 5 eV Morse curves, at 300 K and with the same 15 meV broadening, $F$ at 0.609 eV is $3.5\times10^{-9}\ \mathrm{eV^{-1}}$ in the stretched case and $0.17\ \mathrm{eV^{-1}}$ in the squeezed one, against $4.2\times10^{-4}\ \mathrm{eV^{-1}}$ for the parabolas. In this regime, use (\ref{threshold}) to understand why a crossing disappears, and the calculated energy curves, followed out to the touching region, to decide whether it does.

The other corrections are smaller:
\begin{itemize}
\item \textbf{Electronic coupling.} The adiabatic curves are separated by $\sqrt{D^2+4V^2}$. For a rough $V=10$ meV they stay 20 meV apart even where the diabatic curves touch, so the distinction between touching and missing is blurred on that scale.
\item \textbf{Zero-point energy.} If your driving energy is a difference between vibrational ground levels, it exceeds $\Delta E$ by $\tfrac12\hbar(\Omega_u-\Omega_l)=5$ meV. Subtract this before comparing with (\ref{threshold}).
\item \textbf{Temperature.} A free carrier brings kinetic energy of order $k_BT$, 26 meV at 300 K and 34 meV at 400 K, which adds to the driving energy. For the parabolas at 300 K, an extra 26 meV on top of 0.609 eV lowers the quantum $F$ by a factor of nearly 5. Separately, with $\Delta E$ and the curves held fixed, heating from 300 to 400 K doubles the quantum $F$ at 0.609 eV.
\end{itemize}

So keep the complex roots as a correct answer to the classical question, but do not set the capture rate to zero when they appear. Evaluate the vibrational overlaps instead or, if the coupling varies with $Q$, its matrix elements between the vibrational states. For displacements as large as yours, take those states from the calculated energy curves, because harmonic states can put the rate wrong by orders of magnitude.
